# Debye-Hückel lowering of charged-defect formation energies and its limits

## What goes wrong without it

A non-interacting defect calculation takes the formation energy of one isolated defect, adds \(qE_F\), and fixes the Fermi level \(E_F\) by neutrality. This treats the defects as if they did not interact. At finite concentration, however, each charged defect gathers a cloud of opposite charge that lowers its free energy. More defects then form, which makes the cloud denser.

Adding the lowering \(-q^2\kappa/(2\varepsilon)\) at the old Fermi level introduces another error. If the dominant positive and negative defects differ in charge magnitude, their lowerings differ, and the crystal would no longer be neutral. In the example below, at 1000 K, a doubly charged donor is lowered by 71 meV at fixed \(E_F\), but by 35 meV once neutrality is restored. The donor density rises by a factor of 1.5, whereas applying the full 71 meV at the old Fermi level would give 2.3.

## Model and conventions

Species \(i\) has charge \(z_ie\), with \(e>0\), and density \(c_i\). The charges move classically in a rigid medium of static relative permittivity \(\varepsilon_r\), are in thermal equilibrium, and occupy a small fraction of their sites. Define the reduced potential and the Bjerrum length by

\[
\phi=\frac{e\psi}{kT},\qquad
l_B=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r kT}.
\]

Two unit charges at distance \(l_B\) have interaction energy \(kT\) in magnitude. The inverse Debye length \(\kappa\) and the energy unit \(\Delta\) are

\[
\kappa^2=4\pi l_B\sum_i z_i^2c_i,\qquad
\Delta=\frac{kT\,l_B\kappa}{2}
=\frac{e^2\kappa}{8\pi\varepsilon_0\varepsilon_r}.
\]

In Gaussian units \(\Delta=e^2\kappa/(2\varepsilon)\), so with \(q=z_ie\) the lowering in the opening is \(-z_i^2\Delta\).

The sum includes every mobile charge, carriers as well as defects. Defects frozen in place cannot rearrange and must not be counted as responding. Carriers are taken as localized and nondegenerate; band carriers whose quantum wavelength is comparable with the Debye length need a different treatment.

The reference formation energy \(E_i\), at \(E_F=0\), belongs to one isolated defect. If it comes from a periodic supercell, the interaction with periodic images must be removed first. The lowering derived here is a physical effect of real neighbours.

## The cloud around one charge

Hold a charge \(z_ie\) at the origin. In mean field, species \(j\) has local density \(c_je^{-z_j\phi}\), and Poisson's equation for \(r>0\) is

\[
\nabla^2\phi=-4\pi l_B\sum_j z_jc_je^{-z_j\phi}.
\]

For \(|z_j\phi|\ll1\), use \(e^{-z_j\phi}\simeq1-z_j\phi\). The constant term vanishes because \(\sum_jz_jc_j=0\). The two minus signs in the linear term combine to give

\[
\nabla^2\phi=\kappa^2\phi .
\]

With spherical symmetry this is \((r\phi)''=\kappa^2(r\phi)\). The decaying solution must approach the bare potential \(z_il_B/r\) at the origin, so

\[
\phi=z_il_B\frac{e^{-\kappa r}}r
=\frac{z_il_B}{r}-z_il_B\kappa+O(r).
\]

The first term is the charge's own potential. The second is the potential of the cloud at the centre.

To obtain the chemical potential, insert the particle uncharged and then raise its charge reversibly from zero to \(z_ie\). One particle does not change \(\kappa\) in a macroscopic crystal. At charge \(\lambda z_ie\) the cloud potential is \(-\lambda z_il_B\kappa\), so the electrical work is

\[
\mu_i^{\rm ex}=kT\int_0^1 z_i(-\lambda z_il_B\kappa)\,d\lambda
=-\frac{z_i^2kTl_B\kappa}{2}=-z_i^2\Delta .
\]

The factor \(1/2\) arises because the cloud grows with the charge. A uniform potential would add a term proportional to \(z_i\); it is absorbed in \(E_F\) and cancels for any neutral set of defects.

The linearization fails close to a point charge at any density. This does little harm if few ions are in that region. Two conditions are therefore needed: the Debye length must be large compared with the distance at which the attraction equals \(kT\), and strong attraction at contact must not bind many pairs.

## The same result from the free energy

A chemical potential must be the derivative of a free energy. To check this, put the charges in a volume \(V\) and define \(\rho_{\mathbf k}=\sum_a z_ae^{-i\mathbf k\cdot\mathbf r_a}\), where \(a\) runs over particles. Without self-energies, the Coulomb energy is

\[
\frac{U}{kT}=\frac1{2V}\sum_{\mathbf k\ne0}\frac{4\pi l_B}{k^2}
\left(|\rho_{\mathbf k}|^2-\sum_a z_a^2\right).
\]

The interaction multiplies the partition function by \(\langle e^{-U/kT}\rangle\), averaged over independent positions, and the excess free energy is \(-kT\) times the logarithm of this factor. For independent positions, \(\rho_{\mathbf k}\) is a sum of many terms with random phases. To leading order it is a complex Gaussian variable with mean square \(VS\), where \(S=\sum_i z_i^2c_i\). The modes \(\mathbf k\) and \(-\mathbf k\) are conjugates and are counted together. With \(t=4\pi l_B/(Vk^2)\), so that \(tVS=\kappa^2/k^2\), each pair contributes the factor

\[
\left\langle e^{-t(|\rho_{\mathbf k}|^2-VS)}\right\rangle
=\frac{e^{\kappa^2/k^2}}{1+\kappa^2/k^2}.
\]

Taking \(-\ln\), and half the sum over all \(\mathbf k\), gives the excess free energy per volume:

\[
\frac{f}{kT}=\frac1{4\pi^2}\int_0^\infty k^2
\left[\ln\!\left(1+\frac{\kappa^2}{k^2}\right)-\frac{\kappa^2}{k^2}\right]dk .
\]

Differentiate with respect to \(\kappa^2\):

\[
\frac{d(f/kT)}{d\kappa^2}
=\frac1{4\pi^2}\int_0^\infty\left[\frac{k^2}{k^2+\kappa^2}-1\right]dk
=-\frac{\kappa^2}{4\pi^2}\,\frac{\pi}{2\kappa}
=-\frac{\kappa}{8\pi}.
\]

Since \(f=0\) at \(\kappa=0\), integration gives \(f=-kT\kappa^3/(12\pi)\). The chain rule, with \(\partial\kappa^2/\partial c_i=4\pi l_Bz_i^2\), gives

\[
\frac{\partial f}{\partial c_i}
=-\frac{kT\kappa}{8\pi}\,4\pi l_Bz_i^2=-z_i^2\Delta .
\]

The electrostatic energy per volume is a different quantity:

\[
u_{\rm el}=\frac{kT}{2}\sum_i c_iz_i(-z_il_B\kappa)
=-\frac{kT\kappa^3}{8\pi}.
\]

It is \(3/2\) times \(f\), and using it as a free energy would give a wrong chemical potential.

A numerical test evaluates the fluctuation integral and differentiates it with respect to each density. At 1000 K and a donor density of \(2\times10^{18}\ \mathrm{cm^{-3}}\), it gives \(-0.5931\,kT\) for a charge of \(+2\) and \(-0.1483\,kT\) for a charge of \(-1\), in agreement with the formula.

## Neutrality moves the Fermi level

Let positive defects of charge \(z_+\) and negative defects of charge \(-z_-\) dominate, with \(z_\pm>0\) and site densities \(N_\pm\). Then

\[
c_+=N_+e^{-(E_++z_+E_F-z_+^2\Delta)/kT},\quad
c_-=N_-e^{-(E_--z_-E_F-z_-^2\Delta)/kT}.
\]

Take the logarithm of \(z_+c_+=z_-c_-\), multiply by \(kT\), and collect \(E_F\):

\[
(z_++z_-)E_F=E_--E_++kT\ln\frac{z_+N_+}{z_-N_-}
+(z_+^2-z_-^2)\Delta .
\]

Division by \(z_++z_-\) shows that the interaction shifts the level by

\[
\delta E_F=(z_+-z_-)\Delta .
\]

The net changes of the two formation energies are

\[
z_+\delta E_F-z_+^2\Delta=-z_+z_-\Delta,\qquad
-z_-\delta E_F-z_-^2\Delta=-z_+z_-\Delta .
\]

They are equal, as they must be: the densities keep the ratio set by neutrality.

A minority defect of charge \(ze\) in the same crystal changes by

\[
-z^2\Delta+z(z_+-z_-)\Delta .
\]

If the majority charges have equal magnitude, \(E_F\) does not shift and the minority defect receives the full \(-z^2\Delta\). This is the case in which the bare lowering is also the net change.

Charge-transition levels move too. The level between charges \(q\) and \(q'\), here in units of \(e\), is where

\[
E_q+qE_F-q^2\Delta=E_{q'}+q'E_F-q'^2\Delta .
\]

Solving for \(E_F\) gives

\[
E_F=\frac{E_{q'}-E_q}{q-q'}+(q+q')\Delta .
\]

The \(2+/+\) level therefore rises by \(3\Delta\) on the fixed energy scale used for \(E_F\).

## Closing the loop

Let \(c\) be the positive-defect density and \(c_0\) its value without interactions. The net lowering gives

\[
c=c_0e^u,\qquad u=\frac{z_+z_-\Delta}{kT}
=\frac{z_+z_-l_B\kappa}{2}.
\]

Neutrality gives \(z_-^2c_-=z_-z_+c\), so \(\kappa^2=4\pi l_Bz_+(z_++z_-)c\). Thus \(u\) is proportional to \(\sqrt c\). If \(u_0\) is its value at \(c_0\), then

\[
u=u_0e^{u/2}.
\]

Multiplying by \(-\tfrac12e^{-u/2}\) gives

\[
-\frac u2e^{-u/2}=-\frac{u_0}{2},\qquad
u=-2W_0\!\left(-\frac{u_0}{2}\right),
\]

where \(W\) is the Lambert function, defined by \(We^W=x\), and \(W_0\) is its branch through the origin. For small \(u_0\), one iteration gives \(u=u_0+u_0^2/2+O(u_0^3)\); the second term is the first effect of feedback.

The function \(ue^{-u/2}\) has derivative \((1-u/2)e^{-u/2}\). It is largest at \(u=2\), where it equals \(2/e\). A solution therefore requires

\[
u_0\le\frac2e .
\]

At the end of the branch the density is \(e^2\simeq7.4\) times the non-interacting one, and the Debye length is \(z_+z_-l_B/4\). Below the limit there is also a second root with \(u>2\). On it

\[
\frac{d}{d\ln c}(\ln c-u)=1-\frac u2<0,
\]

so adding neutral sets of defects lowers their chemical potential, which is unstable. The end of the branch lies where the small-density assumptions no longer hold. It marks a breakdown of the limiting law and is no proof of a phase transition.

## Finite distance of approach

Let no other charge come closer than \(a\) to the central one. Outside, \(\phi=Be^{-\kappa r}/r\). Gauss's law at \(r=a\) requires \(-a^2\phi'(a)=z_il_B\), hence

\[
B e^{-\kappa a}(1+\kappa a)=z_il_B,\qquad
\phi(a)=\frac{z_il_B}{a(1+\kappa a)} .
\]

The cloud's potential is constant inside \(a\). Subtracting the bare potential gives its value,

\[
\phi(a)-\frac{z_il_B}{a}=-\frac{z_il_B\kappa}{1+\kappa a}.
\]

Charging the centre again supplies a factor \(1/2\), so \(\Delta\) is replaced by \(\Delta/(1+\kappa a)\). With the same \(a\) for all species, the neutrality argument is unchanged. Write \(b=z_+z_-l_B\). Since \(d\kappa/d\ln c=\kappa/2\), stability requires

\[
\frac{d}{d\ln c}\left[\ln c-\frac{b\kappa}{2(1+\kappa a)}\right]
=1-\frac{b\kappa}{4(1+\kappa a)^2}>0 .
\]

The function \(\kappa/(1+\kappa a)^2\) is largest at \(\kappa a=1\), where it equals \(1/(4a)\). The condition holds at every density if \(b/a<16\). The bracket then rises steadily from \(-\infty\) to \(+\infty\), so there is exactly one solution at any temperature for which \(b/a<16\), and no fold occurs there. This conclusion belongs to the linear finite-size model.

## A measure of the failure

A stricter comparison keeps the exponentials in Poisson's equation, with the same distance \(a\), and computes the charging work numerically for both ions. For a donor D of charge \(+2\) and an acceptor A of charge \(-1\), with equal site densities \(N\) and \(c_A=2c_D\), multiplying the density laws eliminates \(E_F\):

\[
c_Dc_A^2=4c_D^3=N^3
e^{-(E_D+2E_A+\mu_D^{\rm ex}+2\mu_A^{\rm ex})/kT}.
\]

The enhancement exponent is therefore

\[
u_{\rm nl}=-\frac{\mu_D^{\rm ex}+2\mu_A^{\rm ex}}{3kT}.
\]

The limiting law gives \((4+2)\Delta/(3kT)=2\Delta/kT=u\), as required. The nonlinear calculation omits the work of making room for an ion and the correlations within its cloud, so it is a benchmark with limits of its own. At 1000 K the ratio \(u_{\rm nl}/u\) is 0.994 at \(10^{15}\ \mathrm{cm^{-3}}\) and 0.999 at \(10^{13}\ \mathrm{cm^{-3}}\), which tests the approach to the limiting law.

## Worked example

The model crystal has donors D(2+), acceptors A(−), and electron and hole polarons. Each species has \(2\times10^{22}\) sites per \(\mathrm{cm^3}\). The other parameters are \(\varepsilon_r=20\), \(a=0.5\) nm, a polaron gap of 3 eV, \(E_D=-2.2\) eV and \(E_A=2.2\) eV. These energies are independent of temperature.

At 1000 K, \(kT=0.08617\) eV and \(E_D+2E_A=2.2\) eV. Without interactions,

\[
c_0=\frac{2\times10^{22}}{4^{1/3}}
e^{-2.2/(3\times0.08617)}
=2.54\times10^{18}\ \mathrm{cm^{-3}}.
\]

This is \(2.54\times10^{-3}\ \mathrm{nm^{-3}}\). With \(l_B=0.8355\) nm and \(\kappa_0^2=24\pi l_Bc_0\),

\[
\kappa_0=0.400\ \mathrm{nm^{-1}},\qquad
u_0=l_B\kappa_0=0.334 .
\]

The self-consistent solution is \(u=0.410\), since \(0.334\,e^{0.205}=0.410\). Hence

\[
c_D=2.54\times10^{18}\,e^{0.410}
=3.83\times10^{18}\ \mathrm{cm^{-3}},
\]
\[
\Delta=\frac{86.17\times0.410}{2}=17.7\ \mathrm{meV}.
\]

The Fermi level is

\[
E_F=\frac{4.4+0.08617\ln2}{3}+0.0177=1.504\ \mathrm{eV}.
\]

A separate solution of the neutrality problem with all four species tests these relations. Its densities and Fermi-level shifts agree with the pair formulas within the asserted 1% at all seven temperatures.

The next table compares the exponents at the density given by the limiting law.

| T (K) | limiting | finite-size | nonlinear |
|---:|---:|---:|---:|
| 600 | 0.043 | 0.042 | 0.043 |
| 800 | 0.176 | 0.162 | 0.168 |
| 1000 | 0.410 | 0.329 | 0.334 |
| 1200 | 0.752 | 0.488 | 0.487 |
| 1400 | 1.309 | 0.624 | 0.618 |

At this value of \(a\) the finite-size formula follows the nonlinear result closely, even where the limiting law is far too large. From 1000 K upwards in this example, the main fault of the limiting law is thus its neglect of the distance \(a\), rather than the linearization outside \(a\). This depends on the choice \(a=0.5\) nm, which is larger than the mean site spacing of 0.37 nm implied by the site density. If opposite charges can approach more closely, the attraction at contact is stronger, the nonlinear terms raise the exponent well above the finite-size value, and the linearization can become the larger error. At 600 K the nonlinear exponent is about 1% above the limiting one, whereas at the higher temperatures in the table it is below. The finite-size formula is the linearized solution of the same problem and always lies below the limiting law, so the excess at 600 K comes from the nonlinear terms.

## When dilute theory fails

The answer depends on which approximation is called dilute.

**Non-interacting defects.** The density must be multiplied by 1.1 when \(u=\ln1.1=0.095\). This happens at 698 K, with \(c_D=7.0\times10^{16}\ \mathrm{cm^{-3}}\). Fewer than one donor site in \(10^5\) is then occupied, so a small site fraction does not ensure that interactions are negligible.

**The limiting law.** Its exponent exceeds the nonlinear one by 0.1 at 1036 K, where \(c_D=5.4\times10^{18}\ \mathrm{cm^{-3}}\) and \(u=0.46\). This compares the two at the same density. If the density is allowed to respond, the corrected density is lower, and the nonlinear exponent falls with it. Let \(s\) be the slope of that exponent against \(\ln c\). Then \(\delta\ln c=\delta u+s\,\delta\ln c\), to first order. The finite-size formula gives \(s\simeq(u/2)/(1+\kappa a)^2\), which is 0.14 at \(\kappa a=0.29\). Hence

\[
\delta\ln c=\frac{\delta u}{1-s}
\simeq\frac{0.1}{1-0.14}=0.12 .
\]

The limiting law thus overestimates the density by about 12% of the corrected density, on this first-order estimate.

**The end of the branch.** The condition \(u_0=2/e\) is met at 1477 K. The four-species calculation, which adds the polarons, also gives 1477 K to the nearest kelvin. The limiting law there predicts \(2.9\times10^{20}\) donors per \(\mathrm{cm^3}\), against \(4.0\times10^{19}\) without interactions. Its Debye length is 0.28 nm, shorter than the 0.5 nm distance of closest approach, so the point-charge picture has lost its meaning. The nonlinear exponent at that density is 0.72 instead of 2.

With the finite-size formula, the density at the same temperature is \(6.7\times10^{19}\ \mathrm{cm^{-3}}\), and \(b/a=2.3\) is well below 16. This formula keeps only the electrostatic effect of \(a\). The work of making room for an ion, about \(\tfrac{4\pi}{3}a^3\) times the total defect density of \(0.20\ \mathrm{nm^{-3}}\), is \(0.10\,kT\) there and would lower the density by roughly 10%. At 1600 K the limiting law has no solution, while the finite-size model still has one. The missing solution is therefore a defect of the limiting law in this model. Well before that point, by about 1040 K for \(a=0.5\) nm, the limiting law has already missed the chosen accuracy; this temperature changes with \(a\). The full set of values is in the numerical output below.

If oppositely charged defects bind strongly, the pairs should enter as separate species with their own formation energies. Their binding must then not be counted again in the cloud of the free defects.

## Values computed for the example and the checks

```
Relative permittivity: 20.0
Closest approach: 0.50 nm
Site density of each species: 2.00e+22 cm^-3
Polaron gap: 3.00 eV
Donor energy at E_F=0: -2.20 eV
Acceptor energy at E_F=0: 2.20 eV
Test state: T=1000 K, lB=0.8355 nm
Test donor density: 2.00e+18 cm^-3
Test kappa: 0.35495 nm^-1
mu_D/kT: fluctuations -0.593129, formula -0.593129
mu_A/kT: fluctuations -0.148282, formula -0.148282
D=1.0e+15 cm^-3: nonlinear/limiting u 0.99360
D=1.0e+13 cm^-3: nonlinear/limiting u 0.99890
Densities: T [K], ideal D [cm^-3], DH D [cm^-3]
  600 8.7220e+15 9.1057e+15
  700 6.6157e+16 7.2871e+16
  800 3.0237e+17 3.6056e+17
  900 9.8595e+17 1.3053e+18
 1000 2.5380e+18 3.8250e+18
 1200 1.0482e+19 2.2252e+19
 1400 2.8868e+19 1.0709e+20
Energies: T [K], Delta [meV], E_F [eV], E_F shift [meV]
  600 1.113 1.47973 1.113
  700 2.915 1.48352 2.915
  800 6.066 1.48866 6.066
  900 10.882 1.49547 10.881
 1000 17.672 1.50425 17.670
 1200 38.912 1.52946 38.902
 1400 79.034 1.57354 78.991
u at DH density: T [K], limiting, finite-size, nonlinear
  600 0.04306 0.04240 0.04348
  700 0.09666 0.09290 0.09603
  800 0.17598 0.16230 0.16767
  900 0.28061 0.24377 0.24983
 1000 0.41012 0.32930 0.33384
 1200 0.75241 0.48843 0.48668
 1400 1.30854 0.62379 0.61849
Ideal density multiplied by 1.1 at: 698.0 K
DH donor density there: 7.024e+16 cm^-3
Limiting minus nonlinear u is 0.1 at: 1036.3 K
Limiting u there: 0.4635
DH donor density there: 5.437e+18 cm^-3
Branch end, pair formula: 1477.40 K
Branch end, four species: 1476.73 K
Ideal donor density at branch end: 3.970e+19 cm^-3
DH donor density at branch end: 2.933e+20 cm^-3
Debye length at branch end: 0.2828 nm
Nonlinear u at that density: 0.7168
Finite-size donor density at that T: 6.658e+19 cm^-3
Coupling b/a at that T: 2.262
Roots at 1200 K: limiting 2, finite-size 1
Roots at 1600 K: limiting 0, finite-size 1
```
